# Two Oxide Barriers and a Trap: Why Transmissions Need Not Multiply: a numerical check

```python
"""Coherent tunnelling through an oxide with a trap between two barriers.

Result under test: T = T1*T2 / |1 - sqrt(R1*R2) exp(i theta)|^2,
which reaches 1 for equal barriers, while the product T1*T2 stays tiny.
T1, T2: separate barrier transmissions (flux ratios); R = 1 - T;
theta: phase of one round trip in the well, reflections included.
Energies in eV from the silicon band edge, lengths in nm, masses in
free-electron masses.  psi and psi'/m are continuous at interfaces.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar, newton

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/(2 m0), eV nm^2
HBAR_FS = sc.hbar / sc.e * 1e15                  # hbar, eV fs
M_SI, M_PLANE, M_OX = 0.9, 0.19, 0.5
BARRIER, WELL_BOTTOM = 3.1, -0.8
B, W = 0.7, 0.6                                  # barrier and well widths
TEMP = 300.0
KT = sc.k * TEMP / sc.e
SI = (0.0, M_SI)


def wavenumber(E, V, m):
    return np.sqrt((E - V) * m / C + 0j)


def scatter(E, lead_l, layers, lead_r):
    """Flux-normalised t and r for a wave coming from the left."""
    kl, kr = wavenumber(E, *lead_l), wavenumber(E, *lead_r)
    ml, mr = lead_l[1], lead_r[1]
    psi, phi = 1.0 + 0j, 1j * kr / mr            # phi = psi'/m
    for V, m, d in reversed(layers):
        q = wavenumber(E, V, m)
        c, s = np.cos(q * d), np.sin(q * d)
        psi, phi = c * psi - m / q * s * phi, q / m * s * psi + c * phi
    back = phi * ml / (1j * kl)
    incoming, reflected = (psi + back) / 2, (psi - back) / 2
    return np.sqrt(kr * ml / (mr * kl)) / incoming, reflected / incoming


def make_trap(bl=B, br=B, bias=0.0, shift=0.0):
    """Barriers bl and br; bias falls linearly; shift moves the oxide."""
    total = bl + W + br
    n = 40 if bias else 1

    def barrier(start, b):
        mids = start + (np.arange(n) + 0.5) * b / n
        return [(BARRIER + shift - bias * x / total, M_OX, b / n)
                for x in mids]
    well = (WELL_BOTTOM + shift - bias * (bl + W / 2) / total, M_OX, W)
    return barrier(0, bl), well, barrier(bl + W, br), (-bias, M_SI)


def full(E, trap):
    left, well, right, lead_r = trap
    return scatter(E, SI, left + [well] + right, lead_r)


def pieces(E, trap):
    """t1, t2 and the round-trip and one-way factors in the well."""
    left, well, right, lead_r = trap
    inside = well[:2]
    t1 = scatter(E, SI, left, inside)[0]
    r1 = scatter(E, inside, left[::-1], SI)[1]
    t2, r2 = scatter(E, inside, right, lead_r)
    hop = np.exp(1j * wavenumber(E, *inside) * well[2])
    return t1, t2, r1 * r2 * hop**2, hop


def theta(E, trap):
    return np.angle(pieces(E, trap)[2])


def level(trap):
    return brentq(theta, 0.01, 0.4, args=(trap,), xtol=1e-14)


def transmission(E, trap):
    return abs(full(E, trap)[0])**2


def searched_peak(trap, guess, span):
    """Highest transmission found by search in the whole structure."""
    res = minimize_scalar(lambda E: -transmission(E, trap),
                          bounds=(guess - span, guess + span),
                          method="bounded", options={"xatol": 1e-11})
    return res.x, -res.fun


trap = make_trap()
Er = level(trap)
t1, t2, loop, hop = pieces(Er, trap)
T1, T2 = abs(t1)**2, abs(t2)**2
R = 1 - T1
kappa = np.sqrt((BARRIER - Er) * M_OX / C)
k_well = wavenumber(Er, WELL_BOTTOM, M_OX).real
k_si = wavenumber(Er, *SI).real

# Layer matching against direct integration of the wave equation.
for E in (Er, Er + 0.1):
    y = np.array([1, 1j * wavenumber(E, *SI) / M_SI], complex)
    for V, m, d in reversed(trap[0] + [trap[1]] + trap[2]):
        def rhs(x, y, V=V, m=m, E=E):
            return np.array([m * y[1], (V - E) / C * y[0]])
        y = solve_ivp(rhs, (d, 0), y, method="DOP853",
                      rtol=1e-11, atol=1e-13).y[:, -1]
    amp = (y[0] + y[1] * M_SI / (1j * wavenumber(E, *SI))) / 2
    assert abs(1 / abs(amp)**2 / transmission(E, trap) - 1) < 1e-4

# Single-barrier closed form.
a, c, g = k_si / M_SI, k_well / M_OX, kappa / M_OX
T1_formula = 4 * a * c / ((a + c)**2 * np.cosh(kappa * B)**2
                          + (g - a * c / g)**2 * np.sinh(kappa * B)**2)
assert abs(T1_formula / T1 - 1) < 1e-8
assert abs(T2 / T1 - 1) < 1e-8

# Composition law against the whole structure, on and off resonance.
for E in (Er, Er + 1e-4, Er + 0.1, 0.03, 1.0):
    p1, p2, lp, hp = pieces(E, trap)
    assert abs(p1 * p2 * hp / (1 - lp) / full(E, trap)[0] - 1) < 1e-6

# Explicit sum over round trips at resonance.
N = 200000
partial = np.cumsum(t1 * t2 * hop * loop**np.arange(N))
assert abs(partial[-1] - full(Er, trap)[0]) < 1e-6
trips_half = int(np.argmax(abs(partial)**2 > 0.5))

# Width from the round-trip phase, from half maximum and from the pole.
h = 1e-5
slope = (theta(Er + h, trap) - theta(Er - h, trap)) / (2 * h)
gamma = 2 * T1 / (np.sqrt(R) * slope)
E_peak, T_peak = searched_peak(trap, Er, 3 * gamma)
assert abs(T_peak - 1) < 1e-6 and abs(E_peak - Er) < 0.01 * gamma


def above_half(E):
    return transmission(E, trap) - 0.5


fwhm = (brentq(above_half, Er, Er + 3 * gamma, xtol=1e-14)
        - brentq(above_half, Er - 3 * gamma, Er, xtol=1e-14))
assert abs(fwhm / gamma - 1) < 2e-3
pole = newton(lambda E: 1 / full(E, trap)[0], Er - 0.3j * gamma,
              x1=Er - 0.6j * gamma, tol=1e-12)
assert abs(-2 * pole.imag / gamma - 1) < 2e-3
assert abs(pole.real - Er) < 0.01 * gamma

# A scan of the well width turns the phase through a full turn.
widths = W + np.pi / k_well * np.arange(N) / N
scan = abs(scatter(Er, SI, trap[0] + [(WELL_BOTTOM, M_OX, widths)]
                   + trap[2], SI)[0])**2
T_incoherent = T1 * T2 / (1 - R**2)
T_lowest = T1 * T2 / (1 + R)**2
assert abs(scan.mean() / T_incoherent - 1) < 1e-4
assert abs(scan.min() / T_lowest - 1) < 1e-4
prob_sum = np.sum(T1 * T2 * (R * R)**np.arange(N))
assert abs(prob_sum / T_incoherent - 1) < 1e-6

# Off resonance, and where the product happens to be right.
E_off = Er + 0.1
T_off = transmission(E_off, trap)
product_off = abs(pieces(E_off, trap)[0] * pieces(E_off, trap)[1])**2


def excess(E):
    p = pieces(E, trap)
    return np.log(transmission(E, trap) / abs(p[0] * p[1])**2)


E_equal = brentq(excess, Er + 0.05, Er + 0.8)
assert abs(abs(np.sin(theta(E_equal, trap) / 2)) - 0.5) < 1e-2
T_plain = abs(scatter(Er, SI, [(BARRIER, M_OX, 2 * B + W)], SI)[0])**2

# Thermal average with the Fermi level at the trap level.
u = np.linspace(-np.arctan(2 * (Er - 1e-4) / gamma),
                np.arctan(2 * 0.5 / gamma), 200001)
grid = Er + gamma / 2 * np.tan(u)
weight = 1 / (4 * KT * np.cosh((grid - Er) / (2 * KT))**2)
jac = gamma / 2 / np.cos(u)**2
T_thermal = trapezoid(transmission(grid, trap) * weight * jac, u)
assert abs(T_thermal / (np.pi * gamma / (8 * KT)) - 1) < 0.01

# Displaced trap and biased oxide: unequal barriers.
delta, bias = 0.1, 0.1
unequal = []
for other in (make_trap(B + delta, B - delta), make_trap(bias=bias)):
    E0 = level(other)
    p = pieces(E0, other)
    Ta, Tb = abs(p[0])**2, abs(p[1])**2
    top = searched_peak(other, E0, 3 * gamma)[1]
    assert abs(top / (4 * Ta * Tb / (Ta + Tb)**2) - 1) < 2e-3
    unequal.append((E0, Ta, Tb, top))
sech2 = 1 / np.cosh(2 * kappa * delta)**2
assert abs(unequal[0][3] / sech2 - 1) < 0.02

# Dephasing: absorb in the well, re-emit equally to both sides.
inside = W / 2 + np.sin(k_well * W) / (2 * k_well)
outside = np.cos(k_well * W / 2)**2 / kappa
fraction = inside / (inside + outside)


def dephased(width):
    V = WELL_BOTTOM - 0.5j * width / fraction
    t, r = scatter(Er, SI, trap[0] + [(V, M_OX, W)] + trap[2], SI)
    Tc, Rc = abs(t)**2, abs(r)**2
    return Tc + (1 - Tc - Rc) / 2


DEPHASE = 0.020
for width, tol in ((gamma, 0.01), (10 * gamma, 0.02), (DEPHASE, 0.05)):
    assert abs(dephased(width) * (gamma + width) / gamma - 1) < tol

# In-plane energy kT in silicon, conserved in-plane wavevector.
in_plane_shift = level(make_trap(shift=-KT * (1 - M_PLANE / M_OX))) - Er

# Silicon area per in-plane channel (one valley, one spin).
area = 4 * np.pi * C / (M_PLANE * Er)
side = 300.0
n = np.arange(-200, 201) * 2 * np.pi / side
modes = np.sum(n[:, None]**2 + n[None, :]**2 < M_PLANE * Er / C)
assert abs(side**2 / modes / area - 1) < 0.03

PHONON, EPS_R = 0.06, 3.9                        # rough oxide values
life = HBAR_FS / gamma
period = 2 * np.pi * HBAR_FS / PHONON
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * EPS_R * W / 2 * 1e-9)

print(f"oxide barrier: {BARRIER} eV; well bottom: {WELL_BOTTOM} eV")
print(f"masses Si normal, Si in-plane, oxide: {M_SI}, {M_PLANE}, {M_OX} m0")
print(f"each barrier: {B} nm; well: {W} nm; oxide: {2*B+W:.1f} nm")
print(f"temperature: {TEMP:.0f} K; kT: {KT*1e3:.2f} meV")
print(f"hbar^2/(2 m0): {C:.5f} eV nm^2")
print(f"trap level E_r: {Er:.4f} eV")
print(f"k in silicon: {k_si:.3f} 1/nm; k in well: {k_well:.3f} 1/nm")
print(f"kappa in oxide: {kappa:.3f} 1/nm")
print(f"a, c, g (k/m): {a:.3f}, {c:.3f}, {g:.3f} 1/nm")
print(f"single barrier T1 = T2: {T1:.3e}")
print(f"product T1*T2: {T1*T2:.3e}")
print(f"coherent peak found by search: {T_peak:.6f}")
print(f"peak / product: {T_peak/(T1*T2):.2e}")
print(f"incoherent sum: {T_incoherent:.3e}")
print(f"mean of coherent T over full phase turn: {scan.mean():.3e}")
print(f"lowest coherent T over phase turn: {scan.min():.3e}")
print(f"same oxide without trap: {T_plain:.3e}")
print(f"phase slope dtheta/dE: {slope:.3f} rad/eV")
print(f"round-trip time: {HBAR_FS*slope:.3f} fs")
print(f"width Gamma from formula: {gamma*1e3:.4f} meV")
print(f"width at half maximum: {fwhm*1e3:.4f} meV")
print(f"width from complex pole: {-2*pole.imag*1e3:.4f} meV")
print(f"lifetime hbar/Gamma: {life/1e3:.2f} ps")
print(f"round trips until T exceeds 1/2: {trips_half}")
print(f"0.1 eV above level: T = {T_off:.3e}")
print(f"0.1 eV above level: product = {product_off:.3e}")
print(f"0.1 eV above level: T / product = {T_off/product_off:.2f}")
print(f"T equals product at E_r + {E_equal-Er:.3f} eV")
print(f"thermal average of T: {T_thermal:.3e}")
print(f"pi Gamma/(8 kT): {np.pi*gamma/(8*KT):.3e}")
print(f"thermal average / product: {T_thermal/(T1*T2):.2e}")
print(f"kT / Gamma: {KT/gamma:.0f}")
print(f"trap displaced by {delta} nm: peak {unequal[0][3]:.3f}")
print(f"  its T1, T2: {unequal[0][1]:.2e}, {unequal[0][2]:.2e}")
print(f"  sech^2(2 kappa delta): {sech2:.3f}")
print(f"bias {bias} V, field {10*bias/(2*B+W):.2f} MV/cm: "
      f"peak {unequal[1][3]:.3f}")
print(f"  level moves by {(unequal[1][0]-Er)*1e3:.1f} meV")
print(f"in-plane energy kT moves level by {in_plane_shift*1e3:.1f} meV")
print(f"probability inside the well: {fraction:.3f}")
print(f"dephasing width = Gamma: T = {dephased(gamma):.3f}")
print(f"dephasing width {DEPHASE*1e3:.0f} meV: T = {dephased(DEPHASE):.2e}")
print(f"rough phonon energy: {PHONON} eV; period: {period:.1f} fs")
print(f"lifetime / phonon period: {life/period:.0f}")
print(f"rough relative permittivity of oxide: {EPS_R}")
print(f"rough Coulomb energy of second electron: {coulomb:.2f} eV")
print(f"silicon area per in-plane channel: {area:.1f} nm^2")
print("ALL CHECKS PASSED")
```

Running it gives:

```
oxide barrier: 3.1 eV; well bottom: -0.8 eV
masses Si normal, Si in-plane, oxide: 0.9, 0.19, 0.5 m0
each barrier: 0.7 nm; well: 0.6 nm; oxide: 2.0 nm
temperature: 300 K; kT: 25.85 meV
hbar^2/(2 m0): 0.03810 eV nm^2
trap level E_r: 0.1444 eV
k in silicon: 1.847 1/nm; k in well: 3.521 1/nm
kappa in oxide: 6.228 1/nm
a, c, g (k/m): 2.052, 7.041, 12.456 1/nm
single barrier T1 = T2: 1.797e-04
product T1*T2: 3.230e-08
coherent peak found by search: 1.000000
peak / product: 3.10e+07
incoherent sum: 8.986e-05
mean of coherent T over full phase turn: 8.986e-05
lowest coherent T over phase turn: 8.076e-09
same oxide without trap: 6.246e-12
phase slope dtheta/dE: 3.434 rad/eV
round-trip time: 2.261 fs
width Gamma from formula: 0.1047 meV
width at half maximum: 0.1047 meV
width from complex pole: 0.1047 meV
lifetime hbar/Gamma: 6.29 ps
round trips until T exceeds 1/2: 6832
0.1 eV above level: T = 7.006e-07
0.1 eV above level: product = 7.824e-08
0.1 eV above level: T / product = 8.95
T equals product at E_r + 0.326 eV
thermal average of T: 1.588e-03
pi Gamma/(8 kT): 1.590e-03
thermal average / product: 4.92e+04
kT / Gamma: 247
trap displaced by 0.1 nm: peak 0.282
  its T1, T2: 5.17e-05, 6.24e-04
  sech^2(2 kappa delta): 0.283
bias 0.1 V, field 0.50 MV/cm: peak 0.950
  level moves by -50.0 meV
in-plane energy kT moves level by -16.0 meV
probability inside the well: 0.916
dephasing width = Gamma: T = 0.500
dephasing width 20 meV: T = 5.21e-03
rough phonon energy: 0.06 eV; period: 68.9 fs
lifetime / phonon period: 91
rough relative permittivity of oxide: 3.9
rough Coulomb energy of second electron: 1.23 eV
silicon area per in-plane channel: 17.4 nm^2
ALL CHECKS PASSED
```
